# Filling of Empty Oxide Traps by Injected Carriers

## Problem

An oxide layer contains identical traps, all empty at first. Each can hold one carrier, and an empty trap has the capture cross section $\sigma = 1\times10^{-14}\ \mathrm{cm^2}$. Carriers are injected with the constant current density $J = 1\times10^{-6}\ \mathrm{A/cm^2}$ until the fluence, the number of carriers injected per area, is $F = 1\times10^{14}\ \mathrm{cm^{-2}}$. The number of traps per area, summed over the depth of the oxide, is $N = 1\times10^{12}\ \mathrm{cm^{-2}}$.

In parts (a) to (d), assume that filled traps do not emit, that no new traps are created, that $\sigma$ stays constant, and that so few carriers are lost on the way that every trap sees the full injected fluence.

(a) Derive the filled fraction $f$ of the traps as a function of fluence.

(b) Evaluate it for the given data. Find also the injection time and the fraction of the injected carriers that is trapped.

(c) There are a hundred times more injected carriers than traps. Explain, by counting carriers that arrive at random, why some traps nevertheless stay empty.

(d) Which fluences fill 50, 90 and 99 percent of the traps?

(e) Drop the assumption that carrier loss is negligible, and find the correction for traps spread uniformly over the depth.

(f) Return to negligible loss, but let each filled trap emit its carrier at a rate $r$. How does the answer change?

## Solution

Centimetres are the natural unit of length here, since fluences and cross sections are both stated in them. In atomic units the given fluence is $2.800\times10^{-3}$ carriers per square bohr.

### (a) The filling law

The cross section is defined here by the carrier flux. If $j = J/q$ carriers cross unit area per unit time, with $q$ the elementary charge, then an empty trap captures at the rate $\sigma j$. Some descriptions use instead a cross section $\sigma_{\rm th}$ and a thermal speed $v_{\rm th}$, and write the capture rate as $\sigma_{\rm th}v_{\rm th}n_c$, where $n_c$ is the density of free carriers. With drift speed $v_d$ the flux is $j = n_c v_d$, and equating the two rates gives $\sigma = \sigma_{\rm th}v_{\rm th}/v_d$. Using the thermal speed here assumes that the drift is slow compared with the thermal motion. The value given in the problem is the flux-based $\sigma$.

Let $n$ be the number of filled traps per area. Only the $N-n$ empty traps can capture, so

$$\frac{dn}{dt} = \sigma j\,(N-n).$$

The fluence grows as $dF = j\,dt$. Dividing the rate equation by $j$ removes the time:

$$\frac{dn}{dF} = \sigma\,(N-n).$$

As long as $\sigma$ is constant, the filling therefore depends on how many carriers have passed, and not on how the current varied while they did so. Where the current is set by the oxide field, a different current also means a different field, and the flux-based $\sigma$ can change with it. Separating the variables and integrating from $n=0$ at zero fluence gives

$$\int_0^n\frac{dn'}{N-n'} = \sigma\int_0^F dF'
\quad\Rightarrow\quad
-\ln\frac{N-n}{N} = \sigma F .$$

Solving for $n$ and dividing by $N$,

$$f = \frac{n}{N} = 1-e^{-\sigma F}. \tag{1}$$

For $\sigma F\ll1$ the exponential may be expanded:

$$f = \sigma F-\tfrac12(\sigma F)^2+\dots$$

The first term is a straight line, which describes traps that are still nearly all empty. The second term is negative because filled traps no longer take part. For $\sigma F\gg1$ the fraction approaches 1.

### (b) Numbers

The exponent is

$$\sigma F = (1\times10^{-14}\ \mathrm{cm^2})(1\times10^{14}\ \mathrm{cm^{-2}}) = 1,$$

and therefore

$$f = 1-e^{-1} = 0.632 .$$

About 63 percent of the traps are filled and 37 percent are still empty. In densities, $6.32\times10^{11}\ \mathrm{cm^{-2}}$ are filled and $3.68\times10^{11}\ \mathrm{cm^{-2}}$ are empty.

The injected charge is $qF = 1.602\times10^{-5}\ \mathrm{C/cm^2}$, so the injection takes

$$t = \frac{qF}{J} = \frac{1.602\times10^{-5}\ \mathrm{C/cm^2}}{1\times10^{-6}\ \mathrm{A/cm^2}} = 16.0\ \mathrm{s}.$$

The 63 percent refers to the traps. The trapped fraction of the injected carriers is much smaller:

$$\frac{fN}{F} = \frac{6.32\times10^{11}}{1\times10^{14}} = 0.0063 .$$

More than 99 percent of the carriers pass through the oxide, which is consistent with letting every trap see the full fluence. Part (e) makes this quantitative.

The filling at other fluences shows where the straight line fails:

| $F$ (cm⁻²) | $f$ from (1) | $\sigma F$ |
|---|---|---|
| $1\times10^{13}$ | 0.095 | 0.10 |
| $5\times10^{13}$ | 0.393 | 0.50 |
| $1\times10^{14}$ | 0.632 | 1.00 |
| $2\times10^{14}$ | 0.865 | 2.00 |

At a tenth of the given fluence the line is about 5 percent too high, relative to (1). At the given fluence it would predict that all traps are full, and beyond that it gives a fraction above 1, which is impossible.

The table also shows how sensitive the answer is to the cross section. Since $\sigma$ and $F$ enter only as a product, halving or doubling $\sigma$ at the given fluence has the same effect as halving or doubling $F$. The filling would be 39 or 86 percent.

### (c) Why some traps stay empty

Picture each trap as a disc of area $\sigma$, which has a radius of $5.64\times10^{-8}\ \mathrm{cm}$. A carrier that crosses the disc is captured if the trap is empty. Let the carriers arrive independently and uniformly over a large area $A$. One carrier hits a given disc with probability $p=\sigma/A$ and misses it with probability $1-p$. The number of carriers is $M = FA$, so the probability that all of them miss is

$$P_0 = \left(1-\frac{\sigma}{A}\right)^{FA}.$$

To find its value for a large area, take the logarithm and expand it for $\sigma/A\ll1$:

$$\ln P_0 = FA\left(-\frac{\sigma}{A}-\frac{\sigma^2}{2A^2}-\dots\right) = -\sigma F-\frac{\sigma^2F}{2A}-\dots\;\longrightarrow\;-\sigma F .$$

Thus $P_0 = e^{-\sigma F}$. A trap is filled if it has been hit at least once, so $f = 1-P_0$. This is equation (1) again, now obtained without a rate equation.

The probability of $k$ hits on a disc follows from the binomial distribution. Write $\mu = Mp = \sigma F$ for the mean number of hits. Then

$$P_k = \frac{M(M-1)\cdots(M-k+1)}{k!}\,p^k(1-p)^{M-k}.$$

For large $M$ and fixed $k$, the product of $k$ factors in the numerator approaches $M^k$, and $M^kp^k=\mu^k$. The last factor approaches $e^{-\mu}$, as just shown, because the $k$ missing factors of $1-p$ tend to 1. The result is the Poisson distribution

$$P_k = \frac{\mu^k}{k!}\,e^{-\mu}.$$

Here $\mu=1$: there is one hit per disc on average. The shares are

$$P_0 = e^{-1} = 0.368,\qquad P_1 = e^{-1} = 0.368,\qquad P_{k\ge2} = 1-2e^{-1} = 0.264 .$$

The hits would suffice to fill every trap if they were spread evenly, one to each disc. They arrive at random, however, so about a quarter of the discs are hit repeatedly. The later hits on those discs fill nothing new, while 37 percent of the discs have not been hit at all. The hundredfold excess of carriers over traps does not help, because most carriers pass between the discs. What matters is the number of hits per disc, $\sigma F$, and not the number of carriers per trap, $F/N$.

A simulation of this picture, with random carriers and 20000 sampled discs, gives a filling of 0.634 at the given fluence. For independent traps the standard error of such a count is

$$\sqrt{\frac{f(1-f)}{20000}} = 0.003,$$

so the result agrees with 0.632 within the statistical noise. The simulated shares of discs with zero, one, and two or more hits are 0.366, 0.368 and 0.267, also in agreement with the Poisson values. The numerical output lists these results together with those for half and twice the fluence.

### (d) Fluence for a wanted filling

Equation (1) gives $e^{-\sigma F} = 1-f$. Taking the logarithm,

$$F = -\frac{\ln(1-f)}{\sigma}. \tag{2}$$

The three fluences are

- $6.93\times10^{13}\ \mathrm{cm^{-2}}$ for 50 percent,
- $2.30\times10^{14}\ \mathrm{cm^{-2}}$ for 90 percent,
- $4.61\times10^{14}\ \mathrm{cm^{-2}}$ for 99 percent.

The step from 90 to 99 percent costs as much fluence as the first 90 percent. In both cases the number of empty traps falls by a factor of ten, and by (2) each such factor requires the same additional fluence, $\ln(10)/\sigma$. In this model the expected filling reaches 100 percent only in the limit of infinite fluence.

### (e) Carriers lost on the way

Let $y$ be the depth as a fraction of the oxide thickness, with $y=0$ where the carriers enter, and let $F(y)$ be the fluence that has reached depth $y$. The injected fluence is now called $F_0 = F(0)$. A thin layer contains $N\,dy$ traps per area. Assume that the carriers scatter sideways on their way, so that the flux at each depth is uniform over the area and no trap lies in the shadow of another. The traps in the layer then obey the law of part (a) with their local fluence, and their filled fraction is $1-e^{-\sigma F(y)}$. Carriers that enter the layer but do not leave it have been trapped there, if the few still in transit are neglected:

$$F(y)-F(y+dy) = N\,dy\left[1-e^{-\sigma F(y)}\right].$$

With $g = \sigma F$ and $s = \sigma N$ this becomes

$$\frac{dg}{dy} = -s\left(1-e^{-g}\right).$$

To separate the variables, multiply numerator and denominator of $1/(1-e^{-g})$ by $e^g$:

$$\frac{dg}{1-e^{-g}} = \frac{e^g\,dg}{e^g-1} = d\ln(e^g-1) = -s\,dy .$$

Integration from the entrance, where $g=g_0=\sigma F_0$, to the exit at $y=1$, where $g=g_1$, gives

$$e^{g_1}-1 = (e^{g_0}-1)\,e^{-s}
\quad\Rightarrow\quad
g_1 = \ln\!\left[1+(e^{g_0}-1)e^{-s}\right].$$

The number of trapped carriers per area is $F_0-F(1)$. Dividing by $N$ gives the filled fraction averaged over the depth:

$$\bar f = \frac{F_0-F(1)}{N} = \frac{g_0-g_1}{s}. \tag{3}$$

For small $s$, expand $g$ in the variable $u=sy$. Its first derivative is $dg/du = -(1-e^{-g})$. Differentiating once more,

$$\frac{d^2g}{du^2} = -e^{-g}\frac{dg}{du} = e^{-g}\left(1-e^{-g}\right).$$

At the entrance $1-e^{-g_0} = f$, the fraction given by (1), and $e^{-g_0} = 1-f$. Hence $g_1 = g_0-sf+\tfrac12s^2f(1-f)+\dots$, and (3) becomes

$$\bar f = f-\tfrac{s}{2}\,f(1-f)+\dots$$

The simple law is recovered for $s\to0$, and the leading correction is negative because the deeper traps see fewer carriers. For the given data $s = \sigma N = 0.01$, and the correction is

$$-\tfrac12(0.01)(0.632)(0.368) = -0.0012 .$$

The full formula (3) gives $\bar f = 0.631$, so the 63 percent stand.

For contrast, take $N = 1\times10^{14}\ \mathrm{cm^{-2}}$, as many traps as injected carriers. Then $s=1$ and $g_0=1$, and $(e-1)e^{-1} = 1-e^{-1} = 0.632$, so that

$$\bar f = 1-\ln(1.632) = 0.510 .$$

Only 51 percent of the traps are filled, and the simple law fails visibly. This case illustrates the formula rather than a real oxide. Its $5.1\times10^{13}$ trapped carriers per $\mathrm{cm^2}$ would change the field across a layer of $\mathrm{SiO_2}$ (relative permittivity 3.9) by $q\bar fN/\varepsilon\approx24\ \mathrm{MV/cm}$, above the breakdown field of about $10\ \mathrm{MV/cm}$, so a constant $\sigma$ could not be assumed. In the limit $s\to\infty$ at fixed $g_0$, the exit value $g_1$ goes to zero and $\bar f\to g_0/s = F_0/N$. Every carrier is then caught, and the supply of carriers sets the filling. The condition for using (1) at this fluence is thus $\sigma N\ll1$.

### (f) Emission from filled traps

With an emission rate $r$ for each filled trap, the filled fraction obeys

$$\frac{df}{dt} = \sigma j(1-f)-rf .$$

Divide by $j$, which is constant, and define $a = r/(\sigma j)$, the ratio of the emission rate to the capture rate:

$$\frac{df}{dF} = \sigma\left[1-(1+a)f\right].$$

The bracket $h = 1-(1+a)f$ satisfies $dh/dF = -(1+a)\,df/dF = -(1+a)\sigma h$, and $h=1$ at zero fluence. Therefore $h = e^{-(1+a)\sigma F}$, and

$$f = \frac{1-e^{-(1+a)\sigma F}}{1+a}. \tag{4}$$

For $a\to0$ this is equation (1). For any $a>0$ the filling is lower, as can be seen by writing (4) as an integral:

$$f = \int_0^{\sigma F}e^{-(1+a)x}\,dx .$$

The integrand decreases with $a$ at every $x>0$. At large fluence the filling saturates at $1/(1+a)$, where capture and emission balance, instead of at 1.

The carrier flux in the example is $j = 6.242\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}}$, so an empty trap captures at the rate $\sigma j = 6.242\times10^{-2}\ \mathrm{s^{-1}}$. An emission rate of one tenth of this, $r = 6.242\times10^{-3}\ \mathrm{s^{-1}}$, means $a=0.1$. At $\sigma F=1$ equation (4) gives

$$f = \frac{1-e^{-1.1}}{1.1} = 0.606 .$$

If the same fluence is injected with half the current, the injection lasts twice as long and $a$ doubles to 0.2. The filling at the end of the injection is then 0.582. With emission the fluence alone no longer determines the result, because a slower injection leaves the traps more time to empty. Besides the constant $\sigma$ assumed throughout, the 63 percent require $r\ll\sigma j$ as well as $\sigma N\ll1$. In a real oxide a constant $\sigma$ also requires that the trapped charge disturb the field little. For the given data it changes the field across a layer of $\mathrm{SiO_2}$ by $qfN/\varepsilon\approx0.3\ \mathrm{MV/cm}$, and this change grows in proportion to the trapped density.

The assumption of identical traps matters too. If the cross sections are spread about a mean value $\langle\sigma\rangle$, the empty fraction is the average $\langle e^{-\sigma F}\rangle$. Because the exponential is a convex function, this average is at least $e^{-\langle\sigma\rangle F}$. A mixture of traps with mean cross section $1\times10^{-14}\ \mathrm{cm^2}$ is therefore filled to at most 63 percent by the given fluence, and equality holds when all the cross sections are the same.

## Computed values

```
capture cross section: 1.0e-14 cm^2
radius of disc with this area: 5.642e-08 cm
fluence: 1.0e+14 cm^-2
fluence in atomic units: 2.800e-03 bohr^-2
sigma*F: 1.0000
filled fraction: 0.6321
empty fraction: 0.3679
trap density: 1.0e+12 cm^-2
filled traps: 6.321e+11 cm^-2
empty traps: 3.679e+11 cm^-2
trapped share of injected carriers: 0.00632
current density: 1.0e-06 A/cm^2
carrier flux: 6.242e+12 cm^-2 s^-1
injection time: 16.02 s
injected charge: 1.602e-05 C/cm^2
F = 1.0e+13 cm^-2: filled 0.0952, straight line 0.1000
F = 5.0e+13 cm^-2: filled 0.3935, straight line 0.5000
F = 1.0e+14 cm^-2: filled 0.6321, straight line 1.0000
F = 2.0e+14 cm^-2: filled 0.8647, straight line 2.0000
random-carrier simulation, traps sampled: 20000
simulated filling at 5.0e+13 cm^-2: 0.3874
simulated filling at 1.0e+14 cm^-2: 0.6342
simulated filling at 2.0e+14 cm^-2: 0.8628
share with zero crossings: simulated 0.3658, Poisson 0.3679
share with one crossings: simulated 0.3678, Poisson 0.3679
share with two or more crossings: simulated 0.2665, Poisson 0.2642
rate equation, constant current: 0.632121
rate equation, ramped current: 0.632121
fluence for 50 percent filling: 6.931e+13 cm^-2
fluence for 90 percent filling: 2.303e+14 cm^-2
fluence for 99 percent filling: 4.605e+14 cm^-2
filling with carrier loss, sigma*N = 0.01: 0.6310
filling with carrier loss, sigma*N = 1.00: 0.5101
emission rate: 6.242e-03 s^-1
filling with emission, a = 0.1: 0.6065
same emission and fluence, half current, a = 0.2: 0.5823
```
